# Why gold is yellow and silver is not: relativistic band shifts

**Question.** Silver and gold have the same crystal structure, nearly the same atomic volume and the same number of valence electrons. Why does gold absorb blue light while silver reflects the whole visible spectrum, and what part of the difference is due to relativity?

## The mechanism

In both metals five narrow d bands lie below the Fermi level $E_F$, and a broad band of s and p character crosses it. Light of low frequency is reflected by the mobile electrons. Interband absorption begins when a photon can lift a d electron into an empty state above $E_F$. If this edge lies in the blue, the reflected light lacks blue and the metal looks yellow. If it lies in the ultraviolet, the metal looks white.

As a measure of the edge take
$$G=E_F-E(X_5),$$
where $X_5$ is a level of pure d character near the top of the d bands, at the point $X$ in the centre of a square face of the Brillouin zone. A photon changes the crystal momentum very little, so a real transition needs an empty state at nearly the same $\mathbf k$ and may cost more than $G$. Reflectivity also depends on transition strengths. $G$ is therefore a band-structure distance, not a computed colour.

Relativity can shrink $G$ from both ends.

- **Direct effect.** Near a heavy nucleus an electron is fast and its effective mass grows. In a given potential this lowers s and d levels, the s levels more.
- **Indirect effect.** The contracted inner shells screen the nucleus better. Levels rise, and the valence d level rises more than the valence s level.

The net result is a lower s level and a slightly raised, expanded d level. The phrase "s contraction and d expansion" summarizes this balance.

## From the Dirac equation to one radial equation

Hartree atomic units are used in the formulas. For energy $E$ without rest energy, a spherical potential $V(r)$ and angular quantum number $\kappa$, the radial Dirac equations are
$$P'+\frac{\kappa}{r}P=2McQ,\qquad Q'-\frac{\kappa}{r}Q=-\frac{E-V}{c}P,$$
$$M(r)=1+\frac{E-V(r)}{2c^2}.$$
Put $P=rg$. The first equation gives $Q=[rg'+(1+\kappa)g]/(2Mc)$. Differentiating this and inserting it in the second gives
$$\frac{1}{2Mc}\left[rg''+2g'-\frac{\kappa(\kappa+1)}{r}g\right]-\frac{M'}{M}Q=-\frac{E-V}{c}rg .$$
Multiply by $-c/r$ and use $\kappa(\kappa+1)=l(l+1)$. The terms with $g''$, $g'$ and $M'g'$ combine into one derivative:
$$-\frac1{r^2}\left(\frac{r^2g'}{2M}\right)'+\left[\frac{l(l+1)}{2Mr^2}+V\right]g+\frac{(1+\kappa)M'}{2M^2r}g=Eg .$$
Since $M'=-V'/2c^2$ and $\mathbf L\cdot\mathbf S=-(1+\kappa)/2$, the last term on the left is the spin–orbit coupling
$$\frac{V'}{2M^2c^2r}\,\mathbf L\cdot\mathbf S\,g .$$
It vanishes for s states, where $\kappa=-1$. Leaving it out for $l>0$ gives the scalar-relativistic equation; it is restored for d states at the end. The limit $c\to\infty$ gives $M=1$ and the Schrödinger equation.

## Why the direct effect favours s

With $g$ normalized, the energy is the stationary value of
$$\int\left[\frac{r^2g'^2+l(l+1)g^2}{2M}+r^2Vg^2\right]dr$$
plus a surface term fixed by the boundary condition. Where $E>V$, $M>1$ and the kinetic part is reduced for every trial function. By the min–max principle each level then falls. Near the sphere surface $|E-V|\ll c^2$, so $M$ is practically one there whatever the sign of $E-V$.

To leading order $1/M\simeq1-(E-V)/2c^2$, and the shift in a fixed potential is
$$\delta E\simeq-\frac1{4c^2}\int(E-V)\left[r^2g'^2+l(l+1)g^2\right]dr .$$
The factor $E-V$ behaves as $Z/r$ near the nucleus. There an s wave is finite with a finite slope, while a d wave vanishes as $r^2$. The s wave thus has more of its kinetic energy where the correction is large. For gold this first-order formula explains the order of the shifts but is not accurate. In a one-electron ion with $Z=79$, numerical solution of the radial equation changes the 1s energy from $-3120$ to $-3434$ hartree, a 10 % increase in binding. For this state, with $g\propto e^{-Zr}$, the first-order formula gives a shift of $-Z^4/8c^2=-259$ hartree, against the numerical $-314$.

## Why the indirect effect favours d

Let $N(r)$ be the number of electrons inside radius $r$. Gauss's law gives the electrostatic part of the potential energy, $V_{es}'=(Z-N)/r^2$. In a neutral atomic sphere of radius $w$, with $V_{es}(w)=0$,
$$V_{es}(r)=-\int_r^w\frac{Z-N(r')}{r'^2}\,dr'.$$
If the inner charge contracts, $N$ increases by $\delta N(r)$ and
$$\delta V_{es}(r)=\int_r^w\frac{\delta N(r')}{r'^2}\,dr'.$$
Where $\delta N>0$ this is an upward shift, larger further inside. The d electrons lie further inside than the valence s electron, so they are raised more. The self-consistent change also contains the response of the valence electrons and of exchange and correlation. In gold the valence response has the opposite sign and cancels about two fifths of the shift caused by the core, for s and d alike.

## From the atomic sphere to the band

Let $D=wg'(w)/g(w)$. To see how $D$ depends on energy, differentiate the radial equation with respect to $E$, denoted by a dot, with $\dot M=1/2c^2$. Multiply the result by $r^2g$, subtract $r^2\dot g$ times the original equation, and integrate by parts. With $M(w)=1$ and a surface term of order $1/c^2$ neglected,
$$-\frac{w^2}{2}\left(g\dot g'-\dot gg'\right)_w=\int_0^w\left\{r^2g^2+\frac{r^2g'^2+l(l+1)g^2}{4M^2c^2}\right\}dr .$$
The right side is the normalization integral, including the small component. Call the wave $\phi$ when this integral is one. The bracket on the left is $g^2\dot D/w$, so
$$\frac{dD}{dE}=-\frac{2}{w\,\phi(w)^2}.$$

In the atomic-sphere approximation, spheres of the full atomic volume replace the cells. The wave is continued outside its sphere with zero kinetic energy, so it obeys Laplace's equation. The decaying and regular radial solutions are
$$K_l=\left(\frac rw\right)^{-l-1},\qquad J_l=\frac{1}{2(2l+1)}\left(\frac rw\right)^l .$$
Match the inner wave to $K_l-P_lJ_l$. With $p=P_l/[2(2l+1)]$, equality of logarithmic derivatives reads
$$D(1-p)=-(l+1)-lp .$$
Collecting the terms in $p$ gives $p(D-l)=D+l+1$, hence
$$P_l(E)=2(2l+1)\,\frac{D+l+1}{D-l}.$$

Now place $K_lY_L$ on every site with amplitude $u_L$ and the Bloch phase; $L$ stands for $l$ and $m$. A tail from site $\mathbf R$ is regular near the origin, which defines the structure constants:
$$K_{L'}(\mathbf r-\mathbf R)=-\sum_LJ_L(\mathbf r)\,S_{LL'}(\mathbf R).$$
Here $K_L$ and $J_L$ include the real harmonics $Y_L$. Projection on $Y_L$ over a sphere of radius $\rho<|\mathbf R|$ gives
$$S_{LL'}(\mathbf R)=-2(2l+1)\left(\frac w\rho\right)^l\int Y_L(\hat{\mathbf u})\,K_{L'}(\rho\hat{\mathbf u}-\mathbf R)\,d\hat{\mathbf u}.$$
The Bloch sum $S(\mathbf k)=\sum_{\mathbf R\ne0}e^{i\mathbf k\cdot\mathbf R}S(\mathbf R)$ depends on the lattice but not on the element; it is evaluated by Ewald summation. Inside the central sphere the total wave must be $(K_L-P_lJ_L)u_L$ in each channel, so
$$[P(E)-S(\mathbf k)]\,u=0 .$$

The band centre $C$ is the energy where $D=-l-1$ and $P=0$. Since
$$\frac{dP}{dD}=-\frac{2(2l+1)^2}{(D-l)^2},$$
which is $-2$ at the centre, the chain rule gives
$$\left.\frac{dP}{dE}\right|_C=\frac{4}{w\phi(w)^2}\equiv\frac1\Delta,\qquad \Delta=\frac{w\,\phi(w)^2}{4}.$$
A d wave that expands has more amplitude at the sphere surface and a larger width parameter $\Delta_d$.

Over the occupied range use the fit
$$\frac1{P}=\gamma+\frac{\Delta}{E-C}.$$
Set $v=Pu=Su$, so $u=P^{-1}v$ and $v=S[\gamma+\Delta/(E-C)]v$. With $x=\sqrt\Delta\,(E-C)^{-1}v$ this becomes $(1-S\gamma)v=S\sqrt\Delta\,x$. Solve for $v$ and multiply by $\sqrt\Delta$:
$$\left[C+\sqrt\Delta\,(1-S\gamma)^{-1}S\sqrt\Delta\right]x=Ex .$$
For s, p and d waves this is a nine-by-nine eigenvalue problem at each $\mathbf k$.

At $X=(0,0,2\pi/a)$, with $a$ the cube edge, the state $xz$ stands alone. Under reflections of $x$ and $y$ the only other of the nine states with the same behaviour is $p_x$, and inversion separates that one. Therefore
$$E(X_5)=C_d+\frac{\Delta_dS_X}{1-\gamma_dS_X},$$
where $S_X$ is the diagonal structure constant of $xz$. This level depends on the d parameters alone. The Fermi level depends on all of them, because it is fixed by placing eleven electrons per atom in the bands.

## The calculation

Both metals are given the same sphere radius, $w=3.0$ bohr, so that geometry cannot cause the difference. This corresponds to an fcc cube edge $a=w(16\pi/3)^{1/3}=7.68$ bohr.

The potential is found self-consistently in the local-density approximation, with Dirac exchange and Perdew–Zunger correlation. Core densities are taken from free atoms with valence configuration d$^{10}$s$^1$ and held fixed in the metal. The radial equations are solved on finite elements, and the bands are filled on a uniform $\mathbf k$ mesh with a thermal smearing of 0.08 eV. Each case is done with the physical $c$ and with $1/c=0$.

In the free atoms relativity changes the mean radius of the gold 6s electron from 3.32 to 2.84 bohr, a contraction of 14 %. The 5d radius grows from 1.58 to 1.62 bohr, by 2.6 %. In silver the 5s radius falls by 5 % and the 4d radius grows by 1.3 %.

For the metals, energies in eV are as follows. Their zero is the electrostatic potential energy at the sphere surface; "nr" and "rel" mean nonrelativistic and scalar-relativistic.

| | Ag nr | Ag rel | Au nr | Au rel |
|---|---:|---:|---:|---:|
| $C_s$ | −4.57 | −5.56 | −4.25 | −7.57 |
| $C_d$ | −6.27 | −6.10 | −5.80 | −5.45 |
| $\Delta_d$ | 0.149 | 0.154 | 0.215 | 0.226 |
| $E_F$ | −1.27 | −1.69 | −0.08 | −1.22 |
| $E(X_5)$ | −4.58 | −4.36 | −3.29 | −2.82 |
| $G$ | 3.31 | 2.67 | 3.21 | 1.59 |

The row for $\Delta_d$ gives the value at the band centre.

Without relativity the two distances differ by $3.31-3.21=0.10$ eV. With it they differ by $2.67-1.59=1.08$ eV. In this calculation nearly all of the difference between the metals is relativistic. Silver is affected too, but its $G$ falls by 0.64 eV where that of gold falls by 1.62 eV.

The last digits of the table are not converged. Much finer $\mathbf k$ meshes raise $G$ by 0.06 to 0.15 eV, most in silver. Solving $P_d(E)=S_X$ without the fit moves the $X_5$ level of relativistic gold by $-0.035$ eV. The fit matters more at the Fermi energy, where $P_d$ is extrapolated: in the same potentials, the unfitted potential functions lower $E_F$ by 0.19 to 0.32 eV. With both changes $G$ is about 3.13, 2.56, 2.99 and 1.51 eV in the order of the table, and relativity reduces it by about 0.57 eV in silver and 1.48 eV in gold. Each $G$ is thus uncertain by about 0.2 eV, not counting the frozen cores and the atomic-sphere approximation. The comparison is more stable. Over these settings the difference between the metals is 0.09 to 0.16 eV without relativity and 1.05 to 1.15 eV with it.

## Which end of the gap moves?

In gold the Fermi level falls by 1.15 eV and $X_5$ rises by 0.47 eV:
$$\delta G=-1.15-0.47=-1.62\ \text{eV}.$$
The two separate shifts are measured from the energy zero chosen above; only their difference, $\delta G$, is free of that choice. On this scale about seven tenths of the shrinkage comes from the Fermi level. Of the rise of $X_5$, 0.35 eV is the rise of the band centre. The remaining 0.12 eV is a larger distance from the centre to $X_5$, in line with the 5 % increase of $\Delta_d$.

To separate direct from indirect effects, the band centres are recomputed with relativistic kinematics in the self-consistent nonrelativistic potential of gold. The further change on going to the relativistic potential is the indirect part:
$$\delta C_s=-3.81+0.50=-3.31\ \text{eV},$$
$$\delta C_d=-1.98+2.33=+0.35\ \text{eV}.$$
The direct effect on d is not small. It lowers the d centre by 2 eV, and the indirect effect slightly outweighs it. The modest rise of the d centre is the remainder of two large opposing shifts.

A second separation exchanges band parameters. Take nonrelativistic gold and replace only its s and p parameters by the relativistic ones: $G$ drops from 3.21 to 1.76 eV. Replace only the d parameters, and $G$ drops to 2.96 eV. The separate reductions are 1.45 and 0.26 eV. Their sum, 1.71 eV, exceeds the full 1.62 eV. Since $X_5$ depends on the d parameters alone, the excess comes from the Fermi level, whose response to the two exchanges is not additive. On finer $\mathbf k$ meshes the separate reductions become 1.40 and 0.30 eV, and the excess stays near 0.09 eV.

The d exchange is instructive. It raises $X_5$ by the full 0.47 eV, yet $G$ shrinks by only 0.26 eV, so $E_F$ must rise by about 0.2 eV. The exchange both raises and widens the d band, and each of these changes pushes up the Fermi level. In this model, and with the two calculations aligned at the energy zero chosen above, the change of the s and p parameters is the larger cause of the shorter distance, and the change of the d parameters is the smaller one. This division, like the indirect shifts, depends on that alignment; the total change of $G$ does not.

The Fermi level falls much less than the s centre, 1.15 against 3.31 eV. It depends also on the p and d parameters, and the joint exchange of s and p parameters does not separate their parts.

## Spin–orbit coupling

The omitted term acts on the d states as $\xi\,\mathbf L\cdot\mathbf S$, with
$$\xi=\int_0^w\phi_d^2\,\frac{r^2V'}{2M^2c^2r}\,dr .$$
At $X_5$ the states $xz$ and $yz$ combine into $L_z=\pm1$. Within this pair $L_x$ and $L_y$ have no matrix elements, since they change $L_z$ by one unit. To first order the level splits by $\pm\xi/2$, and its upper half moves towards $E_F$.

At the d band centre the calculated $\xi$ is 0.23 eV in silver and 0.63 eV in gold. These values are used below, and $\xi/2$ is then 0.11 and 0.31 eV. The strength grows with energy across the band: at $X_5$ itself it is 0.27 and 0.78 eV, which gives first-order rises of 0.13 and 0.39 eV. Diagonalizing the full eighteen-by-eighteen problem and refilling the bands reduces the distance from $E_F$ to the highest mainly-d level at $X$ to 2.50 eV in silver and 1.15 eV in gold. The reductions, 0.17 and 0.44 eV, exceed the first-order values. The excess comes from mixing with other d levels at $X$, which lifts the level by 0.17 eV in silver and 0.52 eV in gold; in gold a rise of $E_F$ by about 0.07 eV offsets part of this. Spin–orbit coupling thus widens the difference between the metals to 1.35 eV. A finer $\mathbf k$ mesh changes the two distances to about 2.64 and 1.20 eV, and using in addition $\xi$ at $X_5$ gives about 2.60 and 1.08 eV, so the difference lies between about 1.35 and 1.5 eV.

## What the numbers say about colour

A photon of energy $G$ has wavelength $hc/G$. Without relativity this is 374 nm for silver and 386 nm for gold, both at the violet end of the visible range or beyond it. On this measure the two metals would have nearly the same edge if both were nonrelativistic.

The scalar-relativistic values are 465 nm for silver and 778 nm for gold. The numerical shifts of $G$ given earlier move these four wavelengths by up to 20 to 45 nm. Taken literally as absorption edges, they would colour silver and make gold absorb throughout the visible range. Neither is observed: the measured edges are roughly 4 eV in silver and somewhat above 2 eV in gold. Two approximations separate $G$ from these edges. Differences of local-density band energies are not excitation energies, and this functional places filled d bands too close to the Fermi level. In addition, $G$ ignores the condition that a transition conserve $\mathbf k$. Spin–orbit coupling makes the computed distances smaller still, so its omission is not the cause of the discrepancy.

What the calculation supports is the comparison made at one level of theory. On the energy scale used here, relativity lowers the s band centre and slightly raises the d band centre, and it does both more strongly in gold. This makes the distance $G$ about 1 eV shorter in gold than in silver, which is the direction of the observed difference between the absorption edges. That the edge of gold then falls in the blue-green, and not elsewhere, is a quantitative matter which needs a better treatment of excitation energies and the optical transition strengths.
